# Recovering thermal wave speed and relaxation time from one grating dip: verification in Python

```python
"""
Result under test: a thermal grating of period L, started with zero heat flux,
obeys  tau*T_tt + T_t = tau*v^2*T_xx.  If its normalized amplitude A(t) has its
first minimum -R at time t_m, then with Lam = ln(1/R)
    tau = t_m/(2*Lam),   v = L/(2*t_m)*sqrt(1 + (Lam/pi)^2).
v: undamped wave speed; tau: flux relaxation time; k = 2*pi/L: wave number.
Internal units: micrometre and nanosecond, so 1 um/ns = 1000 m/s.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq, fsolve

period = 10.0
dip_time = 1.6
dip_depth = 0.20
k = 2*np.pi/period


def recover(time, depth):
    """Closed-form inversion of one dip reading."""
    lam = np.log(1/depth)
    speed = period/(2*time)*np.sqrt(1 + (lam/np.pi)**2)
    return speed, time/(2*lam)


def integrated_dip(speed, tau, initial_slope=0.0):
    """First minimum found by integrating the amplitude equation."""
    def rhs(t, y):
        return [y[1], -y[1]/tau - (speed*k)**2*y[0]]

    def slope_zero(t, y):
        return y[1]
    slope_zero.direction = 1
    slope_zero.terminal = True
    sol = solve_ivp(rhs, (0, 40), [1.0, initial_slope], events=slope_zero,
                    rtol=1e-10, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0], sol.y_events[0][0][0]


v, tau = recover(dip_time, dip_depth)
lam = np.log(1/dip_depth)
omega0 = v*k
omega = np.pi/dip_time
diffusivity = v**2*tau

# Real-space solution of energy balance and flux law on a staggered grid.
n_x = 200
dx = period/n_x
dt = 0.5*dx/v
x = np.arange(n_x)*dx
temp = np.cos(k*x)
flux = -diffusivity*(np.roll(temp, -1) - temp)/dx*(dt/2)/tau
flux /= 1 + dt/(4*tau)
trace = [1.0]
for step in range(int(3.0/dt)):
    temp = temp - dt*(flux - np.roll(flux, 1))/dx
    trace.append(2*np.mean(temp*np.cos(k*x)))
    gradient = (np.roll(temp, -1) - temp)/dx
    flux = ((tau/dt - 0.5)*flux - diffusivity*gradient)/(tau/dt + 0.5)
trace = np.array(trace)
i = int(np.argmin(trace))
left, mid, right = trace[i-1:i+2]
offset = 0.5*(left - right)/(left - 2*mid + right)
grid_time = (i + offset)*dt
grid_dip = mid - 0.25*(left - right)*offset
assert abs(grid_time - dip_time) < 2e-3
assert abs(grid_dip + dip_depth) < 1e-3

# Inversion by search on integrated trajectories, without the closed form.
def mismatch(log_parameters):
    t_found, a_found = integrated_dip(*np.exp(log_parameters))
    return [np.log(t_found/dip_time), np.log(-a_found/dip_depth)]


searched = []
for guess in ([3.0, 0.6], [4.2, 0.4]):
    root, info, flag, message = fsolve(mismatch, np.log(guess),
                                       full_output=True, epsfcn=1e-10)
    assert max(abs(np.array(mismatch(root)))) < 1e-6, message
    searched.append(np.exp(root))
    assert np.allclose(searched[-1], [v, tau], rtol=1e-5)

# Later features of the trace, from the matrix exponential.
generator = np.array([[0.0, 1.0], [-omega0**2, -1/tau]])


def state(t):
    return expm(generator*t) @ np.array([1.0, 0.0])


def amplitude(t):
    t = np.asarray(t)
    value = np.exp(-t/(2*tau))*(np.cos(omega*t)
                                + np.sin(omega*t)/(2*omega*tau))
    return value


for t in (0.3, 1.1, 2.7):
    assert abs(amplitude(t) - state(t)[0]) < 1e-10
    slope = -omega0**2/omega*np.exp(-t/(2*tau))*np.sin(omega*t)
    assert abs(slope - state(t)[1]) < 1e-10
zero_time = (np.pi - np.arctan(2*omega*tau))/omega
zero_numeric = brentq(lambda t: state(t)[0], 0.1, dip_time)
assert abs(zero_time - zero_numeric) < 1e-8
second_peak = state(2*dip_time)
assert abs(second_peak[0] - dip_depth**2) < 1e-9
assert abs(second_peak[1]) < 1e-8
fourier_value = np.exp(-diffusivity*k**2*dip_time)

# Overdamped and critical gratings must decay without changing sign.
for ratio in (0.5, 0.8, 1.0):
    tau_short = ratio/(2*omega0)
    over = np.array([[0.0, 1.0], [-omega0**2, -1/tau_short]])
    for t in np.linspace(0.05, 8.0, 60):
        a, slope = expm(over*t) @ np.array([1.0, 0.0])
        assert a > 0 and slope < 0

# Reading-error coefficients against finite differences of the inversion.
time_error, depth_error = 0.05, 0.01
tau_from_depth = depth_error/(dip_depth*lam)
v_from_depth = -lam/(np.pi**2 + lam**2)*depth_error/dip_depth
v_from_time = -time_error/dip_time
tau_from_time = time_error/dip_time
h = 1e-5
dv_t, dtau_t = (np.log(recover(dip_time + h, dip_depth))
                - np.log(recover(dip_time - h, dip_depth)))/(2*h)
dv_r, dtau_r = (np.log(recover(dip_time, dip_depth + h))
                - np.log(recover(dip_time, dip_depth - h)))/(2*h)
assert np.allclose([dv_t*time_error, dtau_t*time_error,
                    dv_r*depth_error, dtau_r*depth_error],
                   [v_from_time, tau_from_time,
                    v_from_depth, tau_from_depth], rtol=1e-5)

# Grating released from a steady state carries flux at the start.
held_time, held_dip = integrated_dip(v, tau, -omega0**2*tau)
assert held_time < dip_time and held_dip < -dip_depth

# In-plane kinetic model: one carrier speed, normal and resistive collisions.
def kinetic_reading(tau_normal):
    n_dir = 48
    cosine = np.cos(2*np.pi*(np.arange(n_dir) + 0.5)/n_dir)
    average = np.ones((n_dir, n_dir))/n_dir
    drifting = average + 2*np.outer(cosine, cosine)/n_dir
    identity = np.eye(n_dir)
    carrier_speed = np.sqrt(2)*v
    matrix = (-1j*carrier_speed*k*np.diag(cosine)
              - (identity - drifting)/tau_normal
              - (identity - average)/tau)
    start = np.ones(n_dir)

    def mean_slope(t):
        return np.mean(matrix @ (expm(matrix*t) @ start)).real
    t_min = brentq(mean_slope, 0.8, 2.5, xtol=1e-11)
    a_min = np.mean(expm(matrix*t_min) @ start).real
    return t_min, a_min


def viscous_rate(tau_normal):
    tau_second = 1/(1/tau_normal + 1/tau)
    return omega0**2*tau_second/2


tau_normal = 0.05
kin_time, kin_dip = kinetic_reading(tau_normal)
kin_v, kin_tau = recover(kin_time, -kin_dip)
kin_extra = 1/kin_tau - 1/tau
assert abs(kin_extra/viscous_rate(tau_normal) - 1) < 0.20  # leading order
fast_time, fast_dip = kinetic_reading(0.005)
fast_v, fast_tau = recover(fast_time, -fast_dip)
fast_ratio = (1/fast_tau - 1/tau)/viscous_rate(0.005)
assert abs(fast_ratio - 1) < 0.05

# Finite Gaussian pump pulse, read relative to the observed maximum.
pulse_fwhm = 0.06
sigma = pulse_fwhm/np.sqrt(8*np.log(2))
shift = np.linspace(-5*sigma, 5*sigma, 801)
weight = np.exp(-shift**2/(2*sigma**2))
weight /= weight.sum()
times = np.arange(0, 2.5, 0.0005)
signal = np.zeros_like(times)
for s, w in zip(shift, weight):
    delay = times - s
    signal += w*np.where(delay >= 0, amplitude(np.maximum(delay, 0)), 0)
pulse_time = times[np.argmin(signal)]
pulse_ratio = signal.min()/signal.max()
pulse_v, pulse_tau = recover(pulse_time, -pulse_ratio)
assert abs(pulse_v/v - 1) < 0.02 and abs(pulse_tau/tau - 1) < 0.02

# Layered sample: diffusion through the depth, damped waves in the plane.
depth_diffusivity = 0.05
absorption_depth = 0.03
layer = 0.005
n_layer = 200
z = (np.arange(n_layer) + 0.5)*layer
exchange = (np.diag(-2*np.ones(n_layer)) + np.diag(np.ones(n_layer-1), 1)
            + np.diag(np.ones(n_layer-1), -1))
exchange[0, 0] = exchange[-1, -1] = -1
exchange *= depth_diffusivity/layer**2
eye = np.eye(n_layer)
layered = np.block([[exchange, -eye], [omega0**2*eye, -eye/tau]])
profile = np.exp(-z/absorption_depth)
final = expm(layered*dip_time) @ np.concatenate([profile, 0*profile])
depth_mean = final[:n_layer].mean()/profile.mean()
surface = final[0]/profile[0]
depth_length = np.sqrt(depth_diffusivity*dip_time)
assert abs(depth_mean + dip_depth) < 1e-6
assert abs(surface) < 0.5*dip_depth

print("INPUT AND RECOVERY")
print(f"grating period = {period:.1f} um")
print(f"time of first minimum = {dip_time:.2f} ns")
print(f"normalized amplitude there = {-dip_depth:.2f}")
print(f"wave number k = {k:.4f} rad/um")
print(f"Lam = ln(1/R) = {lam:.4f}")
print(f"flux relaxation time tau = {tau:.4f} ns")
print(f"ringing frequency omega = {omega:.4f} rad/ns")
print(f"damping rate 1/(2 tau) = {1/(2*tau):.4f} 1/ns")
print(f"undamped frequency v*k = {omega0:.4f} rad/ns")
print(f"wave speed v = {v:.4f} um/ns = {1000*v:.0f} m/s")
print(f"shortcut L/(2 t_m) = {1000*period/(2*dip_time):.0f} m/s")
print(f"shortcut error = {100*(period/(2*dip_time)/v-1):.1f} %")
print(f"underdamping ratio 2 v k tau = {2*omega0*tau:.3f}")
print(f"diffusivity v^2 tau = {10*diffusivity:.1f} cm2/s")
print("CHECKS ON THE TRACE")
print(f"field-equation minimum time = {grid_time:.4f} ns")
print(f"field-equation minimum = {grid_dip:.4f}")
print(f"searched speed = {1000*searched[0][0]:.1f} m/s")
print(f"searched tau = {searched[0][1]:.4f} ns")
print(f"first zero crossing = {zero_time:.3f} ns")
print(f"next maximum time = {2*dip_time:.2f} ns")
print(f"next maximum amplitude = {second_peak[0]:.4f}")
print(f"Fourier amplitude at t_m = {fourier_value:.4f}")
print("READING ERRORS")
print(f"assumed time error = {time_error:.2f} ns")
print(f"assumed depth error = {depth_error:.2f}")
print(f"time error: v {100*v_from_time:+.2f} %, "
      f"tau {100*tau_from_time:+.2f} %")
print(f"depth error: v {100*v_from_depth:+.2f} %, "
      f"tau {100*tau_from_depth:+.2f} %")
print("RELEASE FROM A STEADY GRATING, SAME v AND tau")
print(f"minimum time = {held_time:.3f} ns")
print(f"minimum amplitude = {held_dip:.3f}")
print("KINETIC MODEL, ROUGH NORMAL COLLISION TIME")
print(f"normal collision time = {tau_normal:.3f} ns")
print(f"minimum time = {kin_time:.4f} ns")
print(f"minimum amplitude = {kin_dip:.4f}")
print(f"apparent speed = {1000*kin_v:.0f} m/s ({100*(kin_v/v-1):+.2f} %)")
print(f"apparent tau = {kin_tau:.4f} ns ({100*(kin_tau/tau-1):+.1f} %)")
print(f"added damping, kinetic = {kin_extra:.4f} 1/ns")
print(f"added damping, leading order = {viscous_rate(tau_normal):.4f} 1/ns")
print("FINITE PUMP PULSE, ROUGH DURATION")
print(f"pulse full width at half maximum = {pulse_fwhm:.3f} ns")
print(f"minimum / observed maximum = {pulse_ratio:.4f}")
print(f"apparent speed change = {100*(pulse_v/v-1):+.2f} %")
print(f"apparent tau change = {100*(pulse_tau/tau-1):+.2f} %")
print("HEAT FLOW INTO THE DEPTH, ROUGH GRAPHITE VALUES")
print(f"cross-plane diffusivity = {10*depth_diffusivity:.2f} cm2/s")
print(f"absorption depth = {1000*absorption_depth:.0f} nm")
print(f"sample thickness = {1000*n_layer*layer:.0f} nm")
print(f"diffusion length at t_m = {1000*depth_length:.0f} nm")
print(f"depth-averaged amplitude at t_m = {depth_mean:.4f}")
print(f"surface amplitude at t_m = {surface:.4f}")
print("finished without a failed check")
```

Printed output:

```
INPUT AND RECOVERY
grating period = 10.0 um
time of first minimum = 1.60 ns
normalized amplitude there = -0.20
wave number k = 0.6283 rad/um
Lam = ln(1/R) = 1.6094
flux relaxation time tau = 0.4971 ns
ringing frequency omega = 1.9635 rad/ns
damping rate 1/(2 tau) = 1.0059 1/ns
undamped frequency v*k = 2.2062 rad/ns
wave speed v = 3.5112 um/ns = 3511 m/s
shortcut L/(2 t_m) = 3125 m/s
shortcut error = -11.0 %
underdamping ratio 2 v k tau = 2.193
diffusivity v^2 tau = 61.3 cm2/s
CHECKS ON THE TRACE
field-equation minimum time = 1.6001 ns
field-equation minimum = -0.2000
searched speed = 3511.2 m/s
searched tau = 0.4971 ns
first zero crossing = 1.041 ns
next maximum time = 3.20 ns
next maximum amplitude = 0.0400
Fourier amplitude at t_m = 0.0208
READING ERRORS
assumed time error = 0.05 ns
assumed depth error = 0.01
time error: v -3.12 %, tau +3.12 %
depth error: v -0.65 %, tau +3.11 %
RELEASE FROM A STEADY GRATING, SAME v AND tau
minimum time = 1.041 ns
minimum amplitude = -0.385
KINETIC MODEL, ROUGH NORMAL COLLISION TIME
normal collision time = 0.050 ns
minimum time = 1.6210 ns
minimum amplitude = -0.1777
apparent speed = 3520 m/s (+0.26 %)
apparent tau = 0.4691 ns (-5.6 %)
added damping, kinetic = 0.1201 1/ns
added damping, leading order = 0.1106 1/ns
FINITE PUMP PULSE, ROUGH DURATION
pulse full width at half maximum = 0.060 ns
minimum / observed maximum = -0.2029
apparent speed change = -0.21 %
apparent tau change = +0.92 %
HEAT FLOW INTO THE DEPTH, ROUGH GRAPHITE VALUES
cross-plane diffusivity = 0.50 cm2/s
absorption depth = 30 nm
sample thickness = 1000 nm
diffusion length at t_m = 283 nm
depth-averaged amplitude at t_m = -0.2000
surface amplitude at t_m = -0.0187
finished without a failed check
```
